# Total semiconductor charge from surface potential by one integration of Poisson's equation

**Q.** You want the charge under a semiconductor surface from the surface potential alone. That charge is spread over depth, and its density depends exponentially on a potential you have not solved for. What is being assumed?

**A.** A uniform semiconductor fills $x>0$, thick enough to have a neutral bulk. The potential $\psi(x)$ is zero deep inside and $\psi_s$ at the surface. Positive $\psi$ lowers the electron energy, so the bands bend down. I assume equilibrium in one dimension, a constant permittivity $\varepsilon$ and fully ionized dopants.

Equilibrium means a flat Fermi level. An electron at potential $\psi$ has its energy shifted by $-q\psi$ and a hole by $+q\psi$, with $q>0$. While the carriers are dilute enough for Boltzmann statistics,

$$p=p_0e^{-u},\qquad n=n_0e^{u},\qquad u=\frac{q\psi}{kT}.$$

Here $p_0$ and $n_0$ are the bulk densities, with $p_0n_0=n_i^2$. If $N_A$ is the net acceptor density, bulk neutrality requires $p_0-n_0-N_A=0$. The charge density is therefore

$$\rho=q(p-n-N_A)=q\left[p_0(e^{-u}-1)-n_0(e^{u}-1)\right].$$

The dopants have not been dropped: they supply the two $-1$ terms.

**Q.** Poisson's equation is then nonlinear and of second order. Why should one integration be possible?

**A.** Because $\rho$ depends on position through $\psi$ alone. Multiply $\psi''=-\rho/\varepsilon$ by $\psi'$:

$$\psi'\psi''=\frac{d}{dx}\left(\frac{\psi'^2}{2}\right)=-\frac{\rho(\psi)}{\varepsilon}\frac{d\psi}{dx}.$$

Both sides are now derivatives with respect to $x$. On the right, $d\psi=(kT/q)\,du$, so I need

$$-\int_0^u\frac{\rho}{q}\,dv=p_0\int_0^u(1-e^{-v})\,dv+n_0\int_0^u(e^v-1)\,dv.$$

The two integrals are elementary, and their sum is

$$G(u)=p_0(e^{-u}+u-1)+n_0(e^{u}-u-1).$$

The factor $q$ in $\rho$ cancels the $1/q$ in $d\psi$. Hence

$$\psi'^2=\frac{2kT}{\varepsilon}G(u)+C.$$

**Q.** You know that $\psi$ vanishes in the bulk. You have not shown that $C$ does.

**A.** As $x\to\infty$, $u\to0$ and $G\to0$, so $\psi'^2\to C$. If $C$ were positive, $\psi'$ would settle at a nonzero constant and $\psi$ would grow linearly, against the condition $\psi\to0$. A negative $C$ is impossible for a square. So $C=0$, and with the field $E=-\psi'$, positive when it points into the semiconductor,

$$E^2=\frac{2kT}{\varepsilon}G(u).$$

This holds at every depth. If the doping varied with $x$, $\rho$ would depend on $x$ explicitly and this step would fail.

**Q.** A square root has two signs. Could the field change sign somewhere below the surface?

**A.** No. The function $e^u-u-1$ has derivative $e^u-1$, so its minimum is at $u=0$, where it is zero. It is positive elsewhere, and so is $e^{-u}+u-1$. Thus $G>0$ whenever $u\ne0$.

Nor can $u$ reach zero at a finite depth. Both $\psi$ and $\psi'$ would vanish there, and the unique solution with those values is $\psi=0$ everywhere, which contradicts $\psi_s\ne0$. So $\psi'$ never vanishes and keeps one sign. Since $\psi$ must decay to zero, it decays monotonically, and $E$ has the sign of $\psi_s$.

**Q.** That is a field. Where is the total charge?

**A.** Integrate the density over depth and use Poisson's equation:

$$Q_s=\int_0^\infty\rho\,dx=-\varepsilon\int_0^\infty\psi''\,dx=-\varepsilon\left[0-\psi'(0)\right]=-\varepsilon E_s.$$

Inserting the surface field, with $u_s=q\psi_s/kT$, gives

$$\boxed{Q_s=-\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon kT\left[p_0(e^{-u_s}+u_s-1)+n_0(e^{u_s}-u_s-1)\right]}}$$

This is the charge per area inside the semiconductor, mobile and fixed together. Charge in interface traps, in an insulator or on a gate is separate. Downward bending in p-type material gives negative $Q_s$, from uncovered acceptors and, later, electrons.

**Q.** You never found $\psi(x)$. Could a direct solution disagree?

**A.** It can be tested. I take silicon doped with boron at $10^{17}\ \mathrm{cm^{-3}}$ and 300 K. The second-order equation was solved on a depth grid, without the first integral, and $\rho$ was summed over depth. For seven surface potentials from $-0.25$ to $1.10$ V, the largest relative difference in charge was $8.3\times10^{-7}$. The local fields, compared wherever $|u|>0.1$, agreed to $5.6\times10^{-5}$.

The formula is not restricted to p-type material. A nearly intrinsic bulk with 70% of its carriers holes, at $u_s=-6$ and $3$, and an n-type bulk at $u_s=-28$ and $5$, agreed to $3.8\times10^{-7}$. In n-type material accumulation and inversion exchange the sign of $\psi_s$.

If the profile is wanted, it follows from a second integration, $x=\int_{\psi}^{\psi_s}d\psi'/E(\psi')$, where $\psi'$ is here a dummy variable and $\psi_s>0$. The charge does not need it.

**Q.** Start with small bending. The formula has a square root and a sign function, which looks singular at flat band.

**A.** The singularity cancels. For small $u$,

$$e^{-u}+u-1=\frac{u^2}{2}-\frac{u^3}{6}+\cdots,\qquad e^{u}-u-1=\frac{u^2}{2}+\frac{u^3}{6}+\cdots.$$

To leading order $G=(p_0+n_0)u^2/2$, so

$$E_s^2=\frac{kT}{\varepsilon}(p_0+n_0)u_s^2=\frac{\psi_s^2}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon kT}{q^2(p_0+n_0)}}.$$

The root gives $|\psi_s|/L_D$, the sign function removes the modulus, and $Q_s\approx-\varepsilon\psi_s/L_D$. For strongly p-type material the cubic term multiplies this by $1-u_s/6$ to next order. The linear law therefore needs $|u_s|\ll6$.

In the example $L_D=12.9$ nm and $kT/q=0.02585$ V.

**Q.** Now make the potential negative, so that holes gather at the surface.

**A.** That is accumulation. With $u_s$ several units below zero, $p_0e^{|u_s|}$ dominates $G$:

$$Q_s\approx+\sqrt{2\varepsilon kTp_0}\;e^{|u_s|/2}.$$

The surface density grows as $e^{|u_s|}$, but the charge grows as its square root. A larger field squeezes the layer as it fills.

For numbers, write $Q_0=\varepsilon(kT/q)/L_D$. From the definition of $L_D$, $Q_0^2=\varepsilon kT(p_0+n_0)$, so the full formula becomes

$$|Q_s|=Q_0\sqrt{\frac{2G}{p_0+n_0}}.$$

The output gives $\varepsilon/L_D=0.8013\ \mathrm{\mu F/cm^2}$, hence $Q_0=0.8013\times0.02585=0.0207\ \mathrm{\mu C/cm^2}$. At $\psi_s=-0.12$ V, $u_s=-4.64$ and $G/p_0=103.7-4.64-1=98.1$. Then

$$Q_s=0.0207\sqrt{196.2}=0.290\ \mathrm{\mu C/cm^2}.$$

The exponential law gives 0.298, which is 3% high relative to the full formula, because it omits $-|u_s|-1$.

**Q.** On the positive side, I would have used a layer emptied of holes down to a sharp edge. Does your result reproduce that?

**A.** Nearly. In depletion $e^{-u_s}$ has become negligible while $n_0e^{u_s}$ is still much smaller than $p_0u_s$. Then $G\approx p_0(u_s-1)$, and $p_0\approx N_A$ gives

$$Q_s\approx-\sqrt{2\varepsilon qN_A\left(\psi_s-\frac{kT}{q}\right)}.$$

A sharp edge would give $\psi_s$ without the subtraction. The difference comes from the holes: their contribution to $G/p_0$ is $-\int_0^{u_s}e^{-v}\,dv=-(1-e^{-u_s})\approx-1$. They neutralize some acceptors near the edge of the layer.

At $0.40$ V, $u_s=15.47$ and

$$Q_s=-0.0207\sqrt{2(15.47-1)}=-0.111\ \mathrm{\mu C/cm^2}.$$

Without the $kT/q$ term the magnitude is 0.115, about 3% too large relative to the full result.

**Q.** When do the electrons take over? I would put it at $\psi_s=2\phi_F$.

**A.** Two events should be kept apart. Define $\phi_F=(kT/q)\ln(p_0/n_i)$. At $\psi_s=2\phi_F$,

$$e^{u_s}=\frac{p_0^2}{n_i^2}=\frac{p_0}{n_0},$$

so the surface electron density $n_0e^{u_s}$ equals the bulk hole density $p_0$. Substitution in $G$ gives

$$G=n_0+p_0u_s-p_0+p_0-n_0u_s-n_0=(p_0-n_0)u_s=N_Au_s.$$

Everything except the linear terms cancels, and within the model

$$Q_s(2\phi_F)=-\sqrt{2\varepsilon qN_A(2\phi_F)}.$$

This has the form of the sharp-edge depletion law, though electrons are present: their contribution to $G$ offsets the hole-tail correction. In the example $2\phi_F=0.838$ V and $Q_s=-0.167\ \mathrm{\mu C/cm^2}$.

The electron term in $G$ is still small there, about $p_0$ against $p_0(u_s-1)$. The two become equal when $n_0e^{u_s}\approx p_0(u_s-1)$. Taking the logarithm, and using $p_0/n_0=e^{2q\phi_F/kT}$,

$$\psi_s\approx2\phi_F+\frac{kT}{q}\ln(u_s-1).$$

With $u_s\approx36$ the shift is $0.02585\times3.55=0.092$ V, which gives 0.930 V. The total charge is then $\sqrt2$ times the depletion law at the same potential.

**Q.** And beyond that point?

**A.** When $n_0e^{u_s}$ exceeds all other terms by a wide margin,

$$Q_s\approx-\sqrt{2\varepsilon kTn_0}\;e^{u_s/2}.$$

Just above the crossing this limit is still inaccurate. At $0.95$ V, $u_s=36.75$, and $n_0/p_0=8.40\times10^{-15}$ makes the electron term about $76.5\,p_0$. The depletion term is $35.75\,p_0$. Together,

$$Q_s=-0.0207\sqrt{2(76.5+35.75)}=-0.310\ \mathrm{\mu C/cm^2}.$$

The exponential law alone gives $-0.256$, which is 17% low in magnitude relative to the full formula. At 1.10 V it agreed with the grid charge within 0.2%, but that potential serves only to test the mathematics. The Boltzmann surface density there is far above the effective density of states.

**Q.** The terms add under a root, so they are not themselves charges. How much of the $-0.310$ is electrons?

**A.** The electron charge needs its own integral. For $\psi_s>0$, $dx=-d\psi/E$, and reversing the limits absorbs the minus sign:

$$Q_n=-q\int_0^\infty(n-n_0)\,dx=-q\int_0^{\psi_s}\frac{n_0(e^{q\psi/kT}-1)}{E(\psi)}\,d\psi.$$

At 0.95 V the grid gives $Q_n=-0.137\ \mathrm{\mu C/cm^2}$, and this integral agrees within 0.2%. The remaining $-0.173\ \mathrm{\mu C/cm^2}$ is depletion charge, meaning acceptors no longer balanced by holes. So the electrons carry 44% of the charge although their term supplies 68% of $G$.

A shorter estimate treats the electrons as a thin sheet across which little potential drops. Subtracting the depletion law from the full $Q_s$ gives $-0.135\ \mathrm{\mu C/cm^2}$, about 1% smaller in magnitude than the integrated value.

From 0.95 to 1.10 V, in this classical model, the electron charge grows by a factor of 33 and the depletion charge by 1.7%. The depletion layer nearly stops widening because the added potential drops mostly across the electron layer.

**Q.** A measurement often gives capacitance instead of charge. Must I differentiate that root?

**A.** The first integral does it more directly. Differentiate $E^2=(2kT/\varepsilon)G$ with respect to $\psi$:

$$2E\frac{dE}{d\psi}=\frac{2kT}{\varepsilon}\frac{q}{kT}\frac{dG}{du}.$$

Since $dG/du=-\rho/q$, this gives $dE/d\psi=-\rho/(\varepsilon E)$. With $Q_s=-\varepsilon E_s$,

$$C_s=-\frac{dQ_s}{d\psi_s}=\varepsilon\frac{dE_s}{d\psi_s}=-\frac{\rho_s}{E_s}.$$

The density and field have opposite signs, so $C_s$ is positive. Near flat band $\rho_s\approx-q^2(p_0+n_0)\psi_s/kT$ and $E_s\approx\psi_s/L_D$; their ratio gives $C_s=\varepsilon/L_D$.

The values are 5.88, 0.149 and 4.14 $\mathrm{\mu F/cm^2}$ at $-0.12$, $0.40$ and $0.95$ V. Slopes of the grid charge over $\pm1$ mV agree with them within 0.3%. In depletion $\rho_s\approx-qN_A$, and the charge responds at the far edge of a wide layer. In accumulation and inversion it responds close to the surface. The inversion value requires changes slow enough for the electrons to stay in equilibrium.

**Q.** Let me attack the statistics. Those surface densities cannot all be dilute.

**A.** They are marginal. The Boltzmann hole density at $-0.12$ V is about half the valence-band effective density of states. At 0.95 V the electron density is about 0.28 of the conduction-band value. Replacing Boltzmann by Fermi-Dirac statistics, at fixed $\psi_s$, lowers $|Q_s|$ by 4.1% and 1.6% respectively. In depletion the change is below 0.01%.

Boron is not fully ionized in the neutral bulk either. A level 0.045 eV above the valence band, with degeneracy 4, leaves 90.6% ionized. With both corrections, the changes relative to the formula become $-7.3\%$ at $-0.12$ V and $+1.6\%$ at 0.95 V.

The sign reversal in inversion can be estimated. Fewer bulk holes mean about 10% more bulk electrons, since $p_0n_0$ is nearly fixed. The electron term is 68% of $G$, and the root halves a small relative change, so the charge should rise by $0.5\times0.68\times10\%\approx3.4\%$. The computed shift from $-1.6\%$ to $+1.6\%$ is close to that. All these percentages depend on the rough input $N_v=2\times10^{19}\ \mathrm{cm^{-3}}$. With $N_v=3.1\times10^{19}\ \mathrm{cm^{-3}}$, also in common use for silicon, 93.6% of the boron is ionized and the combined changes are $-4.9\%$ and $-0.3\%$: partial ionization still offsets the Fermi-Dirac decrease in inversion, but the sign no longer reverses.

**Q.** What about quantum mechanics? Your electrons sit very near a wall.

**A.** In inversion that is the largest omission among those sized here. The classical mean depth at 0.95 V is 1.3 nm. The mean field on the electrons is 0.23 MV/cm, and a triangular well with that field has its lowest level 66 meV above the band edge at the surface, more than twice $kT$.

I summed the levels for a (100) silicon surface with its anisotropic masses and Boltzmann filling. At fixed field and fixed surface band edge, the electron sheet is 0.21 of its classical value. Keeping the depletion charge fixed would change $Q_s$ from $-0.310$ to about $-0.20\ \mathrm{\mu C/cm^2}$. Alternatively, about 41 mV more bending would restore the electron sheet at the same field.

This is an estimate, not a self-consistent solution: a smaller electron charge lowers the field and widens the well, so the fixed-field figure overstates the loss. Solving the Schrödinger and Poisson equations together, with the same masses and a hard wall, gives an electron sheet 0.31 of the classical one and $Q_s\approx-0.217\ \mathrm{\mu C/cm^2}$, a fall of 30%, and about 48 mV of extra bending to restore the sheet. Accumulation is affected too. A hole of mass $0.29\,m_0$ in half the surface field has a lowest level near 69 meV, against a total bending of 120 meV. The classical accumulation charge is therefore also uncertain, by an amount I have not computed.

**Q.** Then how close is this example to a real silicon device?

**A.** The doping is in the range used in silicon transistor bodies, and the permittivity, gap and masses are rough typical silicon values. The inversion charge is sensitive to them: they give $n_i=9.2\times10^{9}\ \mathrm{cm^{-3}}$, and $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$ would raise $|Q_s|$ at 0.95 V by 6%, while a gap smaller by 6 meV would raise it by about 9%. The three digits quoted there belong to the model, not to silicon. The surface fields at $-0.12$, $0.40$ and $0.95$ V, 0.1 to 0.3 MV/cm in magnitude, are moderate for a gated surface. Of the assumptions sized here, the classical electron layer moves the inversion number most: by the fixed-field estimate, $|Q_s|$ at 0.95 V falls by about a third. In depletion, the two statistical corrections together change the charge by only 0.02%. A real gated surface also has interface and insulator charge, which must be added when $Q_s$ is related to gate charge.

The dopants are discrete as well. Their mean spacing is 21.5 nm, larger than the Debye length, so a smooth $N_A$ describes an average over the surface and not the potential near each dopant.

**Q.** Would heating or a strong field spoil the equilibrium picture?

**A.** Heating changes the parameters but not the integration. At 360 K, with a slightly narrowed gap, $2\phi_F$ falls from 0.838 to 0.748 V. At a fixed $\psi_s=0.95$ V the boxed formula gives $-0.85\ \mathrm{\mu C/cm^2}$, 2.7 times the 300 K value. This overstates the rise, because the Boltzmann surface density is then nearly twice the conduction-band effective density of states. In inversion, a quoted surface potential means little without its temperature.

As for the field, the bending at 0.95 V is 0.17 eV short of the gap. The conduction edge at the surface therefore stays above the bulk valence edge, and band-to-band tunnelling has no final states within the bands. A carrier falling through the whole bending also gains less than the gap energy from the field, which by itself is too little to create an electron-hole pair.

An applied current, illumination or a fast voltage sweep is different. Each can separate the electron and hole Fermi levels or make them vary with depth. Then $n$ and $p$ are no longer the functions of $\psi$ used here, and the boxed relation cannot be applied unchanged. The remaining values for the example are in the numerical output below.

## Computed values

```
Input: T = 300 K, relative permittivity = 11.7
Input: acceptor density = 1.0e+17 cm^-3
Input: gap = 1.12 eV, Nv = 2.0e+19 cm^-3
Input: valley masses = 0.92, 0.19 m0
Input: boron level = 0.045 eV, degeneracy 4
Nc from the masses = 2.744e+19 cm^-3
Thermal voltage kT/q = 0.02585 V
Intrinsic density = 9.165e+09 cm^-3
Bulk electron density n0 = 839.9 cm^-3
Debye length = 12.93 nm
phiF = 0.4189 V, 2 phiF = 0.8379 V
Equal electron and depletion terms at psi_s = 0.9298 V
Regime: psi_s (V), Qs formula, Qs grid (uC/cm2), field (MV/cm)
  accumulation: -0.1200, 0.29013, 0.29013, -0.2801
  depletion: 0.4000, -0.11144, -0.11144, 0.1076
  threshold: 0.8379, -0.16677, -0.16677, 0.1610
  equal terms: 0.9298, -0.24497, -0.24497, 0.2365
  inversion: 0.9500, -0.31033, -0.31033, 0.2996
  far accumulation: -0.2500, 3.68592, 3.68592, -3.5580
  far inversion: 1.1000, -4.66497, -4.66497, 4.5031
Largest relative charge difference = 8.3e-07
Largest relative local-field difference = 5.6e-05
Largest difference, other dopings = 3.8e-07
Accumulation law at -0.12 V = 0.2984 uC/cm2
Depletion law at 0.40 V = -0.11144 uC/cm2
Same without the kT/q term = -0.11523 uC/cm2
Inversion law at 0.95 V = -0.2562 uC/cm2
Electron charge at 0.95 V = -0.1369 uC/cm2
Depletion charge at 0.95 V = -0.1735 uC/cm2
Charge-sheet electron estimate = -0.1352 uC/cm2
0.95 to 1.10 V: depletion charge grows by factor 1.017
0.95 to 1.10 V: electron charge grows by factor 32.8
Flat-band capacitance = 0.8013 uF/cm2
Capacitance at -0.12 V = 5.8770 uF/cm2
Capacitance at 0.40 V = 0.1489 uF/cm2
Capacitance at 0.95 V = 4.1437 uF/cm2
Change of |Qs|: Fermi-Dirac; with partial ionization also
  at -0.12 V: -4.12 %; -7.33 %
  at 0.40 V: -0.00 %; -0.02 %
  at 0.95 V: -1.60 %; 1.61 %
Ionized boron in the bulk = 90.6 %
Mean field on electrons at 0.95 V = 0.2335 MV/cm
Lowest electron level in that field = 66.1 meV
Quantum/classical electron sheet, fixed field = 0.207
Equivalent extra bending = 40.7 mV
Classical mean electron depth = 1.33 nm
Lowest-level mean depth = 1.89 nm
Hole level at -0.12 V, half field, 0.29 m0 = 69 meV
At 360 K: ni = 5.78e+11 cm^-3, 2 phiF = 0.7483 V
At 360 K: Qs at 0.95 V = -0.8467 uC/cm2
Mean dopant spacing = 21.5 nm
Gap minus band bending at 0.95 V = 0.17 eV
```
